# Sharing the second-order exchange coefficient between p and alpha

A semilocal exchange functional can describe an inhomogeneous density through its gradient, its Laplacian or its kinetic energy density. These ingredients differ from point to point, but the exchange energy is the integral of an energy density built from them, so different local forms can give the same energy. This problem asks how far they can replace one another when the density varies slowly.

Atomic units are used in the algebra. The density $n(\mathbf r)>0$ is spin-unpolarized, and $k=(3\pi^2n)^{1/3}$ is the local Fermi wave number. The dimensionless ingredients are

$$p=\frac{|\nabla n|^2}{4k^2n^2},\qquad q=\frac{\nabla^2n}{4k^2n},\qquad \alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},$$

with

$$\tau=\frac12\sum_i^{\rm occ}|\nabla\psi_i|^2,\qquad \tau_W=\frac{|\nabla n|^2}{8n},\qquad \tau_{\rm unif}=\frac3{10}k^2n.$$

The sum runs over occupied orbitals of both spins. The exchange energy is written with an enhancement factor $F$:

$$E_x=A_x\int n^{4/3}F\,d^3r,\qquad A_x=-\frac34\left(\frac3\pi\right)^{1/3}.$$

The uniform gas has $p=q=0$, $\alpha=1$ and $F=1$. "Order" counts the number of gradients, so $p$ and $q$ are both of second order.

## (a) The Laplacian under the integral

**Express $\int n^{4/3}q\,d^3r$ through $\int n^{4/3}p\,d^3r$. Which surface term must vanish? What changes if the weight is $n^{5/3}$?**

**Solution.** Put $\kappa=4(3\pi^2)^{2/3}$, so that $4k^2=\kappa n^{2/3}$. Then

$$n^{4/3}q=\frac1\kappa n^{-1/3}\nabla^2n,\qquad n^{4/3}p=\frac1\kappa n^{-4/3}|\nabla n|^2 .$$

The product rule gives

$$\nabla\cdot\left(n^{-1/3}\nabla n\right)=n^{-1/3}\nabla^2n-\frac13n^{-4/3}|\nabla n|^2 .$$

The integral of the left side is the flux of $n^{-1/3}\nabla n$ through the boundary. If it vanishes,

$$\boxed{\int n^{4/3}q\,d^3r=\frac13\int n^{4/3}p\,d^3r.}$$

The flux vanishes in the following three situations. In a periodic system, opposite faces of the cell cancel. In an exponential tail, the flux through a sphere of radius $r$ behaves as $r^2n^{2/3}$, up to powers of $r$, and goes to zero. At a nuclear cusp, $n$ and its slope are finite, so the flux through a small sphere shrinks with its area; the $1/r$ singularity of $\nabla^2n$ is integrable.

No slow variation was assumed. The identity therefore also holds for an atom, as the program confirms for a four-electron model density.

With the kinetic weight, $n^{5/3}q=\nabla^2n/\kappa$ is itself a divergence, and its integral is zero when the flux of $\nabla n$ vanishes. The factor $1/3$ thus belongs to the exchange weight. It also requires a constant coefficient in front of $q$: for a term $g(p)\,q$, the product rule produces a further term containing $\nabla g\cdot\nabla n$.

## (b) Density and kinetic energy in a slowly varying potential

**Noninteracting electrons occupy all orbitals of $-\frac12\nabla^2+v$ below the chemical potential $\mu$. Find $n$ and $K=\sum_i^{\rm occ}(\varepsilon_i-v)|\psi_i|^2$ to second order in the gradients of $v$, where $v<\mu$.**

**Solution.** Start from the Boltzmann-weighted sum over all orbitals of one spin,

$$C(\mathbf r,\beta)=\sum_i e^{-\beta\varepsilon_i}|\psi_i(\mathbf r)|^2 .$$

For constant $v$ it equals $(2\pi\beta)^{-3/2}e^{-\beta v}$. For smooth $v$ this is multiplied by a series in gradients. Adding a constant to $v$ only multiplies $C$ by an exponential, so the series cannot contain undifferentiated $v$. Rotational symmetry leaves $\nabla^2v$ and $|\nabla v|^2$ at second order. Both $\beta v$ and $\beta\nabla^2$ are dimensionless, which fixes the powers of $\beta$:

$$C=\frac{e^{-\beta v}}{(2\pi\beta)^{3/2}}\left[1-c_1\beta^2\nabla^2v+c_2\beta^3|\nabla v|^2+\dots\right].$$

The numbers $c_1,c_2$ are the same for every smooth potential, so one solvable case determines them. Take $v=\frac12\omega^2x^2$, with free motion along $y$ and $z$, and let $t=\beta^2\omega^2$. The bracket becomes $1-c_1t+c_2t\,(\beta\omega^2x^2)$. Under the classical weight $e^{-\beta v}$, the variable $u=\beta\omega^2x^2$ has averages $\langle u\rangle=1$ and $\langle u^2\rangle=3$.

The first condition comes from the partition function of the levels $\omega(j+\frac12)$, divided by its classical value $1/(\beta\omega)$:

$$1-(c_1-c_2)t=\frac{\sqrt t/2}{\sinh(\sqrt t/2)}=1-\frac t{24}+O(t^2).$$

The second comes from the mean of $u$. In each oscillator state the potential energy is half the total energy, so the thermal average of $\frac12\omega^2x^2$ is $\frac\omega4\coth\frac{\beta\omega}2$. Hence

$$\langle u\rangle_{\rm quantum}=\frac{\sqrt t}2\coth\frac{\sqrt t}2=1+\frac t{12}+O(t^2).$$

The expansion gives for the same quantity

$$\frac{1-c_1t+3c_2t}{1-c_1t+c_2t}=1+2c_2t+O(t^2).$$

Thus $c_2=1/24$, and the first condition gives $c_1=1/24+1/24=1/12$.

Now pass from $\beta$ to a sharp Fermi level. Let $x=\mu-v$ from here on. Including both spins, $2C/\beta$ is the Laplace transform of the density regarded as a function of $\mu$. The leading term contains $\beta^{-5/2}$, whose inverse transform is $x^{3/2}/\Gamma(5/2)$ with $\Gamma(5/2)=3\sqrt\pi/4$. Therefore

$$N_0=Ax^{3/2},\qquad A=\frac2{(2\pi)^{3/2}}\frac4{3\sqrt\pi}=\frac{2\sqrt2}{3\pi^2}.$$

Each extra factor $\beta$ becomes a derivative with respect to $x$. With $\Lambda=\nabla^2v$ and $G=|\nabla v|^2$,

$$n=N_0-\frac\Lambda{12}N_0''+\frac G{24}N_0''' .$$

Since $N_0''=\frac34Ax^{-1/2}$ and $N_0'''=-\frac38Ax^{-3/2}$,

$$n=A\left[x^{3/2}-\frac\Lambda{16}x^{-1/2}-\frac G{64}x^{-3/2}\right].$$

For $K$, integrate $(\varepsilon-v)$ times the local density of states by parts. The result is $K=xn-J$, where $J$ is the density integrated over the Fermi level at fixed $v$, $\Lambda$ and $G$. This integration is one more division by $\beta$, so each term has one derivative fewer:

$$J=\frac25Ax^{5/2}-\frac\Lambda{12}N_0'+\frac G{24}N_0''
=A\left[\frac25x^{5/2}-\frac\Lambda8x^{1/2}+\frac G{32}x^{-1/2}\right].$$

Subtracting it from $xn$ gives

$$K=A\left[\frac35x^{5/2}+\frac\Lambda{16}x^{1/2}-\frac{3G}{64}x^{-1/2}\right].$$

The negative powers of $x$ show where the expansion fails: near a classical turning point, $x\to0$, the corrections diverge. Oscillating contributions that have no expansion in powers of gradients are also left out, and when there are turning points they need not be small even far from them. For the oscillator above filled to a sharp Fermi level, the density at the centre of the well departs from this formula by a term periodic in $\mu$ with period $2\omega$ and of size $\omega^2\mu^{-1/2}$, the same order as the $\Lambda$ term; near $\mu=20\omega$ it reaches about four times that term. The remainders written $O(\nabla^4)$ below refer to the smooth part of the expansion. They are tested in (e) for a potential that lies below $\mu$ everywhere.

## (c) The gradient expansion of alpha

**Eliminate the potential and find $\alpha-1$ to second order in terms of $p$ and $q$.**

**Solution.** First relate $K$ to $\tau$. For each orbital,

$$\frac12|\nabla\psi|^2=\frac14\nabla^2|\psi|^2+{\rm Re}\,\psi^*\left(-\frac12\nabla^2\psi\right),$$

and the last factor is $(\varepsilon-v)\psi$. Summation gives $\tau=K+\frac14\nabla^2n$.

Next express $\tau_{\rm unif}$ through $x$. Because $A^{-2/3}=\frac12(3\pi^2)^{2/3}$, it equals $\frac35A^{-2/3}n^{5/3}$. Expanding $n^{5/3}$ to first order in the corrections to $n$,

$$\tau_{\rm unif}=A\left[\frac35x^{5/2}-\frac\Lambda{16}x^{1/2}-\frac G{64}x^{-1/2}\right].$$

Therefore

$$K-\tau_{\rm unif}=A\left[\frac\Lambda8x^{1/2}-\frac G{32}x^{-1/2}\right].$$

This has to be written as $d_1|\nabla n|^2/n+d_2\nabla^2n$. The leading density suffices here, since its corrections would add gradients. With $\nabla x=-\nabla v$,

$$\frac{|\nabla n|^2}n=\frac94AGx^{-1/2},\qquad
\nabla^2n=A\left[-\frac32\Lambda x^{1/2}+\frac34Gx^{-1/2}\right].$$

The $\Lambda$ terms require $-\frac32d_2=\frac18$, so $d_2=-\frac1{12}$. The $G$ terms require $\frac94d_1+\frac34d_2=-\frac1{32}$, so $\frac94d_1=-\frac1{32}+\frac1{16}=\frac1{32}$ and $d_1=\frac1{72}$. Adding $\frac14\nabla^2n$ changes the Laplacian coefficient to $-\frac1{12}+\frac14=\frac16$:

$$\tau=\tau_{\rm unif}+\frac{|\nabla n|^2}{72n}+\frac{\nabla^2n}6+O(\nabla^4).$$

Insert $|\nabla n|^2=4k^2n^2p$ and $\nabla^2n=4k^2nq$, and divide by $\tau_{\rm unif}=\frac3{10}k^2n$:

$$\frac\tau{\tau_{\rm unif}}=1+\frac{10}3\left(\frac4{72}p+\frac46q\right)=1+\frac5{27}p+\frac{20}9q .$$

In the same way $\tau_W/\tau_{\rm unif}=\frac{10}3\cdot\frac48p=\frac53p$. Since $\frac5{27}-\frac{45}{27}=-\frac{40}{27}$,

$$\boxed{\alpha-1=\frac{20}9q-\frac{40}{27}p+O(\nabla^4).}$$

Locally, $\alpha$ therefore carries information that $p$ does not. At a density maximum $p=0$ and $q\le0$, and to this order $\alpha$ lies below one whenever $q<0$.

## (d) Sharing the coefficient

**What does $\alpha-1$ contribute to the exchange energy at second order? A smooth factor has the expansion $F=1+a\,p+b(\alpha-1)+\dots$ about the uniform gas. Which condition on $a$ and $b$ gives the second-order exchange coefficient $10/81$?**

The value $10/81$, the coefficient of $p$ in the gradient expansion of exchange, is taken here as known. The argument works for any other value as well.

**Solution.** Multiply the result of (c) by $n^{4/3}$, integrate, and use (a), with vanishing surface flux:

$$\int n^{4/3}(\alpha-1)\,d^3r=\left(\frac{20}{27}-\frac{40}{27}\right)\int n^{4/3}p\,d^3r+O(\nabla^4).$$

Under the exchange integral, then,

$$\boxed{\alpha-1\;\longrightarrow\;-\frac{20}{27}\,p .}$$

The arrow denotes equality of integrals at second order, not equality at each point.

In the expansion of $F$, the terms $p^2$, $p(\alpha-1)$ and $(\alpha-1)^2$ are products of two second-order quantities and hence of fourth order. What remains is

$$E_x=A_x\int n^{4/3}\left[1+\left(a-\frac{20}{27}b\right)p\right]d^3r+O(\nabla^4).$$

For a nonuniform density $\int n^{4/3}p\,d^3r$ is positive, so the energy has the required second-order term if and only if

$$\boxed{a-\frac{20}{27}b=\frac{10}{81}.}$$

One condition on two slopes leaves one free parameter. Putting everything in $p$ means $a=10/81$, $b=0$. Putting everything in $\alpha$ means $a=0$ and

$$b=-\frac{27}{20}\cdot\frac{10}{81}=-\frac16 .$$

The sign is negative because $\alpha$ falls below one on the exchange-weighted average, while exchange has to be enhanced.

The freedom can serve other purposes. The slope $b$ governs how $F$ begins to change as $\alpha$ moves away from one, towards $\alpha=0$ for a single orbital shape. A designer may choose it for that reason and then adjust $a$ to keep the gradient expansion.

## (e) A modulated electron gas

**Test the equivalence for noninteracting electrons in $v=V\cos(2\pi z/L)$, free along $x$ and $y$, with $\mu=10$ eV and $V=3$ eV. Compare the exchange corrections from different splits.**

**Solution.** The orbitals are found by diagonalization, and $n$ and $\tau$ are summed from them without a gradient expansion. The Fermi wavelength belonging to $\mu$ is 3.878 Å. The ratio

$$R=\frac{\int n^{4/3}(\alpha-1)\,dz}{\int n^{4/3}p\,dz}$$

should approach $-20/27=-0.74074$ as $L$ grows. The computed values are:

| $L$ (Å) | $R$ | $R+20/27$ |
|---|---|---|
| 10 | −0.73860 | 0.00214 |
| 20 | −0.74021 | 0.00053 |
| 40 | −0.74061 | 0.00013 |

The deviation falls by about four at each doubling of $L$. This is the expected behaviour: the first neglected term has two more gradients than the terms retained, so its relative size scales as $L^{-2}$. Eliminating that term from the last two rows gives

$$\frac{4(-0.74061)-(-0.74021)}3=-0.74074 .$$

For $L=20$ Å the local exchange energy, with $F=1$, is $-16.7152$ eV/Å² per period. The corrections from $a\,p+b(\alpha-1)$ are:

| Split | $a$ | $b$ | Correction (eV/Å²) |
|---|---|---|---|
| $p$ alone | 0.12346 | 0 | $-1.9101\times10^{-3}$ |
| equal shares | 0.06173 | −0.08333 | $-1.9095\times10^{-3}$ |
| $\alpha$ alone | 0 | −0.16667 | $-1.9088\times10^{-3}$ |

The first and last differ by $0.0013/1.9101\approx0.07\%$ of the correction. For $L=40$ Å the corresponding values are $-9.6029\times10^{-4}$ and $-9.6012\times10^{-4}$ eV/Å², a difference of about 0.02%.

The local picture is different. At the density maximum for $L=20$ Å, $p=0$ and $q=-0.002502$. Part (c) predicts

$$\alpha-1\approx\frac{20}9(-0.002502)=-0.00556,$$

and the orbitals give $-0.005559$. The $p$-only form has $F-1=0$ there, whereas the $\alpha$-only form has $F-1=0.005559/6=0.000926$. The energies nearly agree although the energy densities do not.

## (f) Published functionals and a case outside the expansion

**Find how SCAN, r²SCAN and rSCAN exchange share the coefficient. Then examine two electrons in the orbital $e^{-r}/\sqrt\pi$.**

**Solution.** The slopes $a=\partial F/\partial p$ and $b=\partial F/\partial\alpha$ at $p=0$, $\alpha=1$ are obtained by numerical differentiation of the implemented functionals, at a density of 1 Å⁻³:

| Functional | $a$ | $b$ | $a-20b/27$ |
|---|---|---|---|
| SCAN | 0.12346 | 0.00000 | 0.12346 |
| r²SCAN | 0.00291 | −0.16274 | 0.12346 |
| rSCAN | 0.12331 | −0.16309 | 0.24412 |

SCAN places the coefficient in $p$. In r²SCAN the $\alpha$ slope contributes $20(0.16274)/27=0.12055$, about 98% of $10/81$, and the small $a$ supplies the rest. A functional can thus have almost no linear dependence on $p$ at fixed $\alpha$ and still satisfy the second-order condition.

In rSCAN, $a$ is close to $10/81$, but the $\alpha$ slope adds nearly the same amount again. At this density the combination $a-20b/27$ is about twice $10/81$, which looking at $a$ alone would miss. The regularization of $\alpha$ in rSCAN contains a fixed kinetic energy density, so its slopes depend on $n$, unlike those of SCAN and r²SCAN. The condition of (d) was derived for constant slopes. For $b=b(n)$, the integration by parts of (a) adds $-\frac{20}9\,n\,db/dn$ to the coefficient of $p$, and this term is not included in the table; at this density it is about $-4\times10^{-5}$, too small to change the factor of two. rSCAN also departs from the form assumed in (d) at zeroth order: at $p=0$, $\alpha=1$ its $F$ exceeds one, by about $3\times10^{-4}$ at this density, so it does not reduce exactly to the uniform-gas exchange.

The two-electron density is $n=(2/\pi)e^{-2r}$. One orbital shape gives $\tau=\tau_W$, so $\alpha=0$ and $\alpha-1=-1$ everywhere. Here $|\nabla n|=2n$, hence $p=(3\pi^2)^{-2/3}n^{-2/3}$, and the exchange-weighted mean is

$$\bar p=\frac{\int n^{4/3}p\,d^3r}{\int n^{4/3}d^3r}
=\frac{(2/\pi)^{-2/3}}{(3\pi^2)^{2/3}}\left(\frac{8/3}{4/3}\right)^3
=\frac8{(6\pi)^{2/3}}=1.1295 .$$

The cube arises because $\int_0^\infty r^2e^{-\lambda r}dr=2/\lambda^3$, with $\lambda=4/3$ above and $8/3$ below.

The ratio is $R=-1/1.1295=-0.885$ instead of $-0.741$. If the linear forms are applied here regardless, the mean of $F-1$ is $1.1295\times10/81=0.139$ for $p$ alone and $1/6=0.167$ for $\alpha$ alone, about 20% more.

The identity of part (a) still holds for this density. What fails is the expansion of part (c), since the ingredients are not small: $\alpha-1=-1$ everywhere, $p$ grows as $e^{4r/3}$ from about 0.14 at the nucleus with weighted mean 1.13, and $q$ diverges at the nucleus. Functionals with the same second-order coefficient can therefore give different energies for atoms, where their full dependence on $p$ and $\alpha$ matters. For this density the PBEsol GGA, which also has the coefficient $10/81$, gives a mean $F-1$ of about 0.092. SCAN and r²SCAN both give 0.166, the exact value, because they share the same form at $\alpha=0$, however differently they split the coefficient near the uniform gas.

## Table of computed values

```
Model atom, electrons: 4.0000
Model atom, int q / int p, weight n^(4/3): 0.333333
Model atom, |int q / int p|, weight n^(5/3): 0.000000
1s pair, weighted mean p: 1.1295
1s pair, weighted mean alpha-1: -1.0000
1s pair, ratio int(alpha-1)/int p: -0.8853
Oscillator, Laplacian coefficient: 0.08327 (1/12 = 0.08333)
Oscillator, gradient coefficient: 0.04163 (1/24 = 0.04167)
Cosine gas, chemical potential: 10.0 eV
Cosine gas, potential amplitude: 3.0 eV
Cosine gas, Fermi wavelength: 3.878 angstrom
L = 10 angstrom, ratio int(alpha-1)/int p: -0.73860
L = 20 angstrom, ratio int(alpha-1)/int p: -0.74021
L = 40 angstrom, ratio int(alpha-1)/int p: -0.74061
L = 40 angstrom, share of n correction left over: 0.0013
L = 40 angstrom, share of K correction left over: 0.0023
Extrapolated ratio: -0.74074 (-20/27 = -0.74074)
Extrapolated q coefficient: 2.2222 (20/9 = 2.2222)
Extrapolated p coefficient: -1.4815 (-40/27 = -1.4815)
Fall of mean (alpha-1)^2 from L = 20 to 40: 15.80
L = 20 angstrom, local exchange: -16.7152 eV/angstrom^2
  p only (a=0.12346, b=0.00000): -1.9101e-03 eV/angstrom^2
  half and half (a=0.06173, b=-0.08333): -1.9095e-03 eV/angstrom^2
  alpha only (a=0.00000, b=-0.16667): -1.9088e-03 eV/angstrom^2
L = 40 angstrom, local exchange: -33.4322 eV/angstrom^2
  p only (a=0.12346, b=0.00000): -9.6029e-04 eV/angstrom^2
  half and half (a=0.06173, b=-0.08333): -9.6020e-04 eV/angstrom^2
  alpha only (a=0.00000, b=-0.16667): -9.6012e-04 eV/angstrom^2
L = 20 angstrom, at the density maximum:
  density: 0.21269 1/angstrom^3
  p: 0.000000
  q: -0.002502
  alpha-1: -0.005559
  F-1, p only: 0.000000
  F-1, alpha only: 0.000926
Functionals at density 1.0 1/angstrom^3 (10/81 = 0.12346):
  SCAN: a = 0.12346, b = -0.00000, a-20b/27 = 0.12346
  R2SCAN: a = 0.00291, b = -0.16274, a-20b/27 = 0.12346
  R2SCAN, share of 10/81 carried by alpha: 0.9765
  RSCAN: a = 0.12331, b = -0.16309, a-20b/27 = 0.24412
```
